# Why eddy currents carry heat between good metals at small gaps: verification in Python

```python
"""Near-field heat exchange between two equal metal half-spaces.

Result under test: the transverse-electric (TE) heat flow, carried by eddy
currents, tends at small gap to a finite plateau whose mode sum is
(Re n)^2 k0^2 / 2, and it exceeds the transverse-magnetic (TM) flow in a
window of gaps.  Gold-like Drude plates near 300 K are the example.

Symbols: k0 = omega/c; k = wavevector along the surface;
kappa = sqrt(k^2-k0^2) in vacuum; metal = sqrt(k^2-eps*k0^2) in the metal;
delta = ohmic skin depth; mode sum = integral of k dk times transmission;
conductance = heat flux per kelvin.  Fields vary as exp(-i omega t).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import zeta

PI = np.pi


def close(value, reference, tolerance):
    return np.all(np.abs(value - reference) <= tolerance * np.abs(reference))


def transmission(z, z0, phase):
    """Two noisy one-ports of impedance z joined by a line of impedance z0."""
    loop = 2 * z * np.cosh(phase) + (z0 + z * z / z0) * np.sinh(phase)
    return 4 * z.real**2 / np.abs(loop)**2


nodes, node_weights = np.polynomial.legendre.leggauss(400)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2


def mode_sums(eps, k0, gap):
    """Rows: TE evanescent, TM evanescent, TE propagating, TM propagating."""
    eps = np.atleast_1d(eps).astype(complex)[:, None]
    k0 = np.atleast_1d(k0).astype(float)[:, None]
    low = np.log(1e-4 * k0)
    step = (np.log(40 / gap) - low) / 2400
    evanescent = np.exp(low + step * np.arange(2401))
    rows = []
    for kappa, measure in ((evanescent, evanescent**2 * step),
                           (-1j * k0 * nodes, k0**2 * nodes * node_weights)):
        metal = np.sqrt(kappa**2 + k0**2 * (1 - eps))
        te = transmission(-1j * k0 / metal, -1j * k0 / kappa, kappa * gap)
        tm = transmission(1j * metal / (k0 * eps), 1j * kappa / k0,
                          kappa * gap)
        rows += [(te * measure).sum(axis=1), (tm * measure).sum(axis=1)]
    return np.array(rows)


# ---- TE transmission from volume noise currents, by finite differences ----
# Lengths in units of delta, so that metal^2 = k^2 - 2i.
k_test, gap_test, cell, n_metal = 0.8, 0.5, 0.02, 400
n_gap = round(gap_test / cell)
kappa_sq = np.full(2 * n_metal + n_gap, k_test**2 - 2j)
kappa_sq[n_metal:n_metal + n_gap] = k_test**2
size = len(kappa_sq)
wave_matrix = (np.diag(kappa_sq + 2 / cell**2)
               - (np.eye(size, k=1) + np.eye(size, k=-1)) / cell**2)
green = np.linalg.inv(wave_matrix) / cell
te_volume = 4 * 2**2 * cell**2 * np.sum(
    np.abs(green[n_metal + n_gap:, :n_metal])**2)
te_network = transmission(-1j / np.sqrt(k_test**2 - 2j), -1j / k_test,
                          k_test * gap_test)
assert close(te_volume, te_network, 3e-3)

# ---- TM noise resistance equals the integrated Joule loss ----
eps_test, k_par = -3 + 4j, 2.0
metal_test = np.sqrt(k_par**2 - eps_test)
z_tm = 1j * metal_test / eps_test


def joule_density(depth):
    e_along = z_tm * np.exp(-metal_test * depth)
    e_normal = 1j * k_par * e_along / metal_test
    return eps_test.imag * (abs(e_along)**2 + abs(e_normal)**2)


assert close(quad(joule_density, 0, 30)[0], z_tm.real, 1e-6)


# ---- Ohmic TE mode sum at small and at wide gaps (delta = 1) ----
def te_quasistatic(k, gap):
    return transmission(-1j / np.sqrt(k * k - 2j), -1j / k, k * gap)


small_gap = 1e-4
edges = [0, 1, 10, 100, 1e3, 1e4, 1e6]
deficit = sum(quad(lambda k: k * (te_quasistatic(k, 0.0)
                                  - te_quasistatic(k, small_gap)),
                   a, b, epsabs=1e-13, epsrel=1e-8, limit=200)[0]
              for a, b in zip(edges[:-1], edges[1:]))
slope_constant = (PI + 2 * np.log(1 + np.sqrt(2))) / np.sqrt(2)
assert close(deficit / 0.5 / small_gap, slope_constant, 0.01)

wide_gap = 1000.0
wide_sum = quad(lambda k: k * te_quasistatic(k, wide_gap), 0, 40 / wide_gap,
                epsabs=0, epsrel=1e-8, limit=200)[0]
assert close(wide_sum, 1.5 * zeta(3) / wide_gap**4, 0.01)

# ---- TM slow gap mode of a good ohmic conductor (delta = 1) ----
k0_test = 1e-3
for gap in (0.3, 3.0, 30.0):
    sums = mode_sums(2j / k0_test**2, k0_test, gap)[:, 0]
    law = k0_test**2 / (2 * gap) * (PI / 2 + np.arctan(1 + gap))
    assert close(sums[1] + sums[3], law, 0.01)

# ---- Gold-like plates: rough typical parameters ----
temperature = 300.0
resistivity = 22e-9
tau = 27e-15
fermi_speed = 1.4e6
work_function_ev = 5.0
sigma = 1 / resistivity
plasma = np.sqrt(sigma / (sc.epsilon_0 * tau))
mean_free_path = fermi_speed * tau
omega_t = sc.k * temperature / sc.hbar


def eps_drude(omega):
    return 1 + 1j * sigma / (sc.epsilon_0 * omega * (1 - 1j * omega * tau))


def eps_ohmic(omega):
    return 1 + 1j * sigma / (sc.epsilon_0 * omega)


def thermal_grid(lowest, count):
    """Frequencies and weights for the thermal integral."""
    log_x = np.linspace(np.log(lowest), np.log(40.0), count)
    x = np.exp(log_x)
    weight = (sc.k / (4 * PI**2) * omega_t * x * (log_x[1] - log_x[0])
              * (x / 2 / np.sinh(x / 2))**2)
    return x * omega_t, weight


frequencies, thermal_weight = thermal_grid(1e-7, 110)


def conductance(gap, eps_model=eps_drude):
    sums = mode_sums(eps_model(frequencies), frequencies / sc.c, gap)
    parts = sums @ thermal_weight
    return parts[0] + parts[2], parts[1] + parts[3], parts[2]


# Contact value of the TE mode sum against the refractive-index law.
contact_gap = 1e-13
for x in (0.1, 1.0, 3.0):
    omega = x / tau
    sums = mode_sums(eps_drude(omega), omega / sc.c, contact_gap)[:, 0]
    index = np.sqrt(eps_drude(omega)).real
    drude_law = (plasma / sc.c)**2 / 4 * (x / np.sqrt(1 + x * x)
                                          - x * x / (1 + x * x))
    assert close(sums[0] + sums[2], (index * omega / sc.c)**2 / 2, 2e-3)
    assert close(sums[0] + sums[2], drude_law, 0.01)

ohmic_plateau = (3 * zeta(3) * sc.mu_0 * sigma * sc.k**3 * temperature**2
                 / (8 * PI**2 * sc.hbar**2))
assert close(conductance(contact_gap, eps_ohmic)[0], ohmic_plateau, 0.005)
index_all = np.sqrt(eps_drude(frequencies)).real
plateau = np.sum(thermal_weight * (index_all * frequencies / sc.c)**2 / 2)
blackbody = 4 * sc.Stefan_Boltzmann * temperature**3


# ---- Nonlocal TE response: specular surface, Boltzmann conductivity ----
def nonlocal_factor(a):
    small = np.abs(a) < 1e-2
    safe = np.where(small, 1.0, a)
    full = 1.5 / safe**2 * ((1 + safe**2) / safe * np.arctan(safe) - 1)
    return np.where(small, 1 - a**2 / 5 + 3 * a**4 / 35, full)


def inverse_kappa(k, drive, omega_tau, path):
    """drive = omega*mu0*sigma0; returns the effective 1/metal."""
    base = 1j * drive / (1 - 1j * omega_tau)
    scale = np.abs(np.sqrt(k**2 - base))
    total = 0
    step = 0.1
    for t in np.arange(-100, 101) * step:
        q = scale * np.exp(t)
        k_total = np.sqrt(q**2 + k**2)
        factor = nonlocal_factor(k_total * path / (1 - 1j * omega_tau))
        total = total + q * step / (k_total**2 - base * factor)
    return 2 / PI * total


a_test = 2 + 1j


def angle_term(mu):
    return 0.75 * (1 - mu**2) / (1 + 1j * a_test * mu)


angle_average = (quad(lambda m: angle_term(m).real, -1, 1)[0]
                 + 1j * quad(lambda m: angle_term(m).imag, -1, 1)[0])
assert close(nonlocal_factor(np.array(a_test)), angle_average, 1e-6)
long_path = 1e4
anomalous = (4 / (3 * np.sqrt(3)) * (2 * 3 * PI / (4 * long_path))**(-1 / 3)
             * np.exp(1j * PI / 6))
assert close(inverse_kappa(0.0, 2.0, 0.0, long_path), anomalous, 0.01)

omega_nl, weight_nl = thermal_grid(1e-4, 52)
log_k = np.linspace(np.log(1e2), np.log(1e11), 140)
k_nl = np.exp(log_k)[None, :]


def te_from_inverse(inverse, gap):
    t = transmission(-1j * inverse, -1j / k_nl, np.minimum(k_nl * gap, 200))
    return weight_nl @ (t * k_nl**2).sum(axis=1) * (log_k[1] - log_k[0])


drive_nl = (omega_nl * sc.mu_0 * sigma)[:, None]
omega_tau_nl = (omega_nl * tau)[:, None]
inverse_local = inverse_kappa(k_nl, drive_nl, omega_tau_nl, 0.0)
inverse_nonlocal = inverse_kappa(k_nl, drive_nl, omega_tau_nl, mean_free_path)
assert close(te_from_inverse(inverse_local, 1e-8), conductance(1e-8)[0], 0.02)


# ---- TM absorption by electron-hole pairs at the surface ----
def tm_pair_absorption(gap):
    screening_sq = 3 * plasma**2 / fermi_speed**2
    log_kp = np.linspace(np.log(1e6), np.log(40 / gap), 240)
    k = np.exp(log_kp)[:, None]
    start = np.log(1e-4 * k)
    step = (np.log(1e4 * np.sqrt(screening_sq)) - start) / 500
    q = np.exp(start + step * np.arange(501))
    k_total = np.sqrt(k**2 + q**2)
    screened = k_total**2 + screening_sq
    static = (2 * k / PI * q * step / screened).sum(axis=1)
    lossy = (2 * k / PI * q * step * PI * screening_sq
             / (2 * k_total * fermi_speed * screened**2)).sum(axis=1)
    k = k[:, 0]
    assert close(static, k / np.sqrt(k**2 + screening_sq), 0.01)
    g = static - 1j * frequencies[:, None] * lossy
    r = (1 - g) / (1 + g)
    decay = np.exp(-2 * k * gap)
    t = 4 * r.imag**2 * decay / np.abs(1 - r**2 * decay)**2
    return thermal_weight @ (t * k**2).sum(axis=1) * (log_kp[1] - log_kp[0])


# ---- Heat carried by tunnelling electrons ----
barrier = np.sqrt(2 * sc.m_e * work_function_ev * sc.e) / sc.hbar


def tunnelling_heat(gap):
    channels = (np.exp(-2 * barrier * gap) / (2 * PI)
                * (barrier / (2 * gap) + 1 / (4 * gap**2)))
    numeric = quad(lambda y: y * np.exp(
        -2 * gap * barrier * (np.sqrt(1 + y * y) - 1)), 0, 8,
        epsabs=0, epsrel=1e-8)[0]
    numeric *= barrier**2 * np.exp(-2 * barrier * gap) / (2 * PI)
    assert close(channels, numeric, 1e-4)
    lorenz = PI**2 * sc.k**2 / (3 * sc.e**2)
    return lorenz * temperature * 2 * sc.e**2 / sc.h * channels


# ---- Gap dependence, level-off and the window of TE dominance ----
gaps_nm = (1, 3, 10, 30, 100, 300, 1000)
table = []
for gap_nm in gaps_nm:
    te, tm, te_prop = conductance(gap_nm * 1e-9)
    table.append((gap_nm, te, tm,
                  te_from_inverse(inverse_nonlocal, gap_nm * 1e-9)))
    if gap_nm <= 100:
        assert te > 0.9 * (te + tm)
        assert te_prop < 0.05 * te


def falloff(gap):
    upper, lower = conductance(gap * 1.05)[0], conductance(gap / 1.05)[0]
    return -np.log(upper / lower) / (2 * np.log(1.05))


falloff_small, falloff_large = falloff(1e-9), falloff(300e-9)
assert falloff_small < 0.3 and falloff_large > 2.5


def gap_at_fraction(fraction):
    return np.exp(brentq(
        lambda s: conductance(np.exp(s))[0] / plateau - fraction,
        np.log(1e-12), np.log(2e-7), xtol=1e-4))


def crossing(low, high):
    def log_ratio(s):
        te, tm, _ = conductance(np.exp(s))
        return np.log(te / tm)
    return np.exp(brentq(log_ratio, np.log(low), np.log(high), xtol=1e-4))


gap_90, gap_50 = gap_at_fraction(0.9), gap_at_fraction(0.5)
cross_low, cross_high = crossing(1e-13, 1e-9), crossing(3e-7, 3e-6)
delta_t = np.sqrt(2 / (sc.mu_0 * sigma * omega_t))
drude_depth = sc.c / (omega_t * np.sqrt(eps_drude(omega_t)).imag)
nonlocal_contact = te_from_inverse(inverse_nonlocal, contact_gap)

print(f"temperature: {temperature:.0f} K")
print(f"resistivity (rough): {resistivity*1e9:.0f} nOhm m")
print(f"relaxation time (rough): {tau*1e15:.0f} fs")
print(f"Fermi velocity (rough): {fermi_speed:.2e} m/s")
print(f"work function (rough): {work_function_ev:.1f} eV")
print(f"plasma energy hbar*omega_p: {sc.hbar*plasma/sc.e:.2f} eV")
print(f"thermal frequency kT/hbar: {omega_t:.3e} rad/s")
print(f"omega*tau at kT/hbar: {omega_t*tau:.3f}")
print(f"reduced thermal wavelength c/omega: {sc.c/omega_t*1e6:.2f} um")
print(f"ohmic skin depth at kT/hbar: {delta_t*1e9:.1f} nm")
print(f"Drude field depth at kT/hbar: {drude_depth*1e9:.1f} nm")
print(f"electron mean free path: {mean_free_path*1e9:.1f} nm")
print(f"small-gap slope constant C: {slope_constant:.4f}")
print(f"TE transmission, volume currents: {te_volume:.5f}")
print(f"TE transmission, network formula: {te_network:.5f}")
print(f"blackbody conductance: {blackbody:.3f} W/(m2 K)")
print(f"ohmic TE plateau: {ohmic_plateau:.4g} W/(m2 K)")
print(f"Drude TE plateau: {plateau:.4g} W/(m2 K)")
print(f"Drude/ohmic plateau ratio: {plateau/ohmic_plateau:.4f}")
print(f"Drude plateau/blackbody: {plateau/blackbody:.4g}")
print(f"nonlocal TE plateau: {nonlocal_contact:.4g} W/(m2 K)")
print(f"nonlocal/Drude plateau ratio: {nonlocal_contact/plateau:.3f}")
print("gap nm | TE local | TM local | TE nonlocal, W/(m2 K)")
for gap_nm, te, tm, te_nl in table:
    print(f"{gap_nm:5d} | {te:.4g} | {tm:.4g} | {te_nl:.4g}")
print(f"TE falloff exponent at 1 nm: {falloff_small:.3f}")
print(f"TE falloff exponent at 300 nm: {falloff_large:.3f}")
print(f"gap for 90% of local TE plateau: {gap_90*1e9:.2f} nm")
print(f"gap for 50% of local TE plateau: {gap_50*1e9:.2f} nm")
print(f"lower TE=TM gap (formal, local): {cross_low*1e12:.2f} pm")
print(f"upper TE=TM gap (local): {cross_high*1e6:.2f} um")
for gap in (0.5e-9, 1e-9, 3e-9):
    print(f"TM electron-hole part at {gap*1e9:.1f} nm: "
          f"{tm_pair_absorption(gap):.3g} W/(m2 K)")
for gap in (0.5e-9, 1e-9):
    print(f"tunnelling heat at {gap*1e9:.1f} nm: "
          f"{tunnelling_heat(gap):.3g} W/(m2 K)")
print("all good")
```

It prints:

```
temperature: 300 K
resistivity (rough): 22 nOhm m
relaxation time (rough): 27 fs
Fermi velocity (rough): 1.40e+06 m/s
work function (rough): 5.0 eV
plasma energy hbar*omega_p: 9.08 eV
thermal frequency kT/hbar: 3.928e+13 rad/s
omega*tau at kT/hbar: 1.060
reduced thermal wavelength c/omega: 7.63 um
ohmic skin depth at kT/hbar: 29.9 nm
Drude field depth at kT/hbar: 27.4 nm
electron mean free path: 37.8 nm
small-gap slope constant C: 3.4679
TE transmission, volume currents: 0.15844
TE transmission, network formula: 0.15848
blackbody conductance: 6.124 W/(m2 K)
ohmic TE plateau: 5.556e+04 W/(m2 K)
Drude TE plateau: 2664 W/(m2 K)
Drude/ohmic plateau ratio: 0.0480
Drude plateau/blackbody: 435.1
nonlocal TE plateau: 3610 W/(m2 K)
nonlocal/Drude plateau ratio: 1.355
gap nm | TE local | TM local | TE nonlocal, W/(m2 K)
    1 | 2404 | 51.63 | 3232
    3 | 2012 | 17 | 2653
   10 | 1220 | 5.108 | 1525
   30 | 439 | 1.721 | 510
  100 | 53.49 | 0.5246 | 57.84
  300 | 3.015 | 0.1767 | 3.143
 1000 | 0.06337 | 0.05334 | 0.06483
TE falloff exponent at 1 nm: 0.096
TE falloff exponent at 300 nm: 2.957
gap for 90% of local TE plateau: 1.02 nm
gap for 50% of local TE plateau: 8.63 nm
lower TE=TM gap (formal, local): 34.21 pm
upper TE=TM gap (local): 1.07 um
TM electron-hole part at 0.5 nm: 844 W/(m2 K)
TM electron-hole part at 1.0 nm: 123 W/(m2 K)
TM electron-hole part at 3.0 nm: 3.71 W/(m2 K)
tunnelling heat at 0.5 nm: 1.19e+04 W/(m2 K)
tunnelling heat at 1.0 nm: 0.0606 W/(m2 K)
all good
```
